# Why a leaky substrate junction biases four-probe measurements of shallow layers

**Q:** I want the sheet resistance of a shallow implanted layer, isolated from the wafer by a p–n junction. A four-probe measurement already removes the contact resistance. Why should it matter that the junction leaks?

**A:** Separate voltage probes remove the voltage drop at the current contacts. They do not guarantee that the injected current stays in the layer, and the usual conversion factor assumes that it does.

Take an isolated, wide sheet of sheet resistance $R_s$. A current $I$ injected at a point crosses every circle around it, so the current per unit width is $I/(2\pi r)$. Ohm's law gives $dV/dr=-IR_s/(2\pi r)$, hence $V=-(IR_s/2\pi)\ln r$ plus a constant.

Now put four probes in line with equal pitch $s$: source, two voltage probes, sink. The first voltage probe is at distance $s$ from the source and $2s$ from the sink; the second has these distances exchanged. Adding the source and sink potentials, with opposite signs, gives

$$V_2=\frac{IR_s}{2\pi}(\ln 2s-\ln s)=\frac{IR_s}{2\pi}\ln2,\qquad V_3=-V_2 .$$

Thus $V_{23}=V_2-V_3=(IR_s/\pi)\ln2$, and the instrument reports

$$R_{\rm app}=\frac{\pi}{\ln2}\frac{V_{23}}{I}.$$

If part of the current has gone into the substrate before it passes the voltage probes, $V_{23}$ is smaller, but the instrument still divides by the full $I$. The reported value is then too low.

**Q:** Over what distance does the current leave the layer?

**A:** Let the junction have a zero-bias resistance-area product $R_A$, in ohm cm². I assume first that the substrate is an equipotential, taken as zero, and that the junction voltage is small against $kT/q$, in the dark. The junction current density is then $V/R_A$. The layer is thin, uniform and wide, the contacts are small, and the voltage probes draw no current.

Let $\mathbf K=-\nabla V/R_s$ be the current per unit width in the layer. In steady state, the current flowing out of a patch sideways equals what the probe injects minus what the junction removes:

$$\nabla\!\cdot\mathbf K=I\delta(\mathbf r)-\frac{V}{R_A}.$$

Inserting Ohm's law and multiplying by $-R_s$ gives

$$\nabla^2V=\frac{V}{\lambda^2}-IR_s\delta(\mathbf r),\qquad \lambda=\sqrt{\frac{R_A}{R_s}} .$$

The square root has a simple origin. A disc of radius $L$ leaks through a resistance $R_A/(\pi L^2)$, which falls as the disc grows. Sideways flow in the layer meets a resistance of order $R_s$, whatever the size of the disc apart from a logarithm. The two are comparable when $L$ is of order $\lambda$.

**Q:** Is $\lambda$ a sharp boundary? How much current is left at that distance?

**A:** It is a decay length. Away from the probe, with $x=r/\lambda$, the equation reads

$$\frac{d^2V}{dx^2}+\frac1x\frac{dV}{dx}-V=0 .$$

Its solutions are the modified Bessel functions $I_0(x)$, which grows, and $K_0(x)$, which decays. The potential must vanish far away, so $V=CK_0(r/\lambda)$. Since $K_0'=-K_1$, the current still in the layer at radius $r$ is

$$i(r)=2\pi r\left(-\frac1{R_s}\frac{dV}{dr}\right)=\frac{2\pi C}{R_s}\,xK_1(x).$$

Near the probe $xK_1(x)\to1$, and $i$ must equal $I$. Therefore $C=IR_s/2\pi$ and

$$V(r)=\frac{IR_s}{2\pi}K_0\!\left(\frac r\lambda\right),\qquad \frac{i(r)}I=xK_1(x).$$

The missing part has crossed the junction. Integrating the leakage over the disc, with $r'=\lambda y$, gives

$$\int_0^r\frac{V}{R_A}2\pi r'\,dr'=I\frac{R_s\lambda^2}{R_A}\int_0^x yK_0(y)\,dy=I[1-xK_1(x)],$$

because $R_s\lambda^2/R_A=1$ and $(yK_1)'=-yK_0$. At $r=\lambda$, 60 % of the current is still in the layer and 40 % has gone.

**Q:** What does the four-probe instrument then report?

**A:** The equation is linear, so source and sink potentials add as before, with $K_0$ in place of the logarithm:

$$V_2=\frac{IR_s}{2\pi}\left[K_0\!\left(\frac s\lambda\right)-K_0\!\left(\frac{2s}\lambda\right)\right],\qquad V_3=-V_2 .$$

Multiplying $V_{23}/I=2V_2/I$ by $\pi/\ln2$ gives

$$R_{\rm app}=R_sF\!\left(\frac s\lambda\right),\qquad F(x)=\frac{K_0(x)-K_0(2x)}{\ln2}.$$

The cause of the bias becomes visible if the difference is written as an integral of $-K_0'=K_1$:

$$F(x)=\frac1{\ln2}\int_x^{2x}\bigl[yK_1(y)\bigr]\frac{dy}{y}.$$

The bracket is the fraction of current still in the layer. Since $\int_x^{2x}dy/y=\ln2$, $F$ is the average of that fraction between distances $s$ and $2s$, with logarithmic weight. The fraction is below one and falls with distance, so $F<1$ and $F$ falls with pitch.

For a small pitch, put $L=\ln(2/x)-\gamma$, with $\gamma$ Euler's constant. The series of the Bessel function begins

$$K_0(x)\approx L+\frac{x^2}{4}(L+1).$$

Replacing $x$ by $2x$ changes $L$ to $L-\ln2$ and $x^2/4$ to $x^2$:

$$K_0(2x)\approx L-\ln2+x^2(L+1-\ln2).$$

Subtracting and dividing by $\ln2$,

$$F(x)\approx1-\frac{x^2}{\ln2}\left[\frac34(L+1)-\ln2\right].$$

The bias thus vanishes as $s^2/\lambda^2$, with a logarithmic factor. For $s\gg\lambda$, $K_0(x)\approx\sqrt{\pi/2x}\,e^{-x}$ makes the reading exponentially small, as long as the substrate really is an equipotential.

**Q:** Can you put numbers to it?

**A:** Take $R_s=1000$ ohm/sq and $R_A=10$ ohm cm². Then

$$\lambda=\sqrt{\frac{10\ \mathrm{ohm\,cm^2}}{1000\ \mathrm{ohm}}}=0.1\ \mathrm{cm}=1\ \mathrm{mm}.$$

With a pitch of 1 mm,

$$F(1)=\frac{0.42102-0.11389}{0.69315}=0.443,$$

so the instrument reports 443 ohm/sq, which is 56 % below the true value. For the same layer and junction, a pitch of 0.1 mm gives 973 ohm/sq and a pitch of 0.01 mm, with contacts much smaller than that, gives 999.5 ohm/sq. A bias of 1 % is reached at $s=0.055\lambda$, here 0.055 mm. A pitch merely somewhat shorter than $\lambda$ is therefore not enough: at 0.3 mm the reading is 858 ohm/sq.

If $R_A$ is raised to $10^4$ ohm cm² with $R_s$ held fixed, $\lambda$ becomes 32 mm. At 1 mm pitch the bias is then 0.4 %.

A direct solution of the current balance on a square grid of 0.1 mm spacing, for an insulated 14 mm square, tests the formula without using Bessel functions. At 1 mm pitch it gives 443.6 ohm/sq. With $R_A=2.5$ ohm cm² it gives 148.6 ohm/sq, against 148.2 from the formula.

**Q:** My substrate is a wafer, not a metal plate. Does the same length still apply?

**A:** For a substrate thin compared with the pitch and $\lambda$, it applies if the substrate conducts much better than the layer. To see the condition, treat the substrate as a second sheet, of resistance $R_b$ and potential $\phi$, with an insulated back. The current lost by the layer is gained by the substrate:

$$\nabla^2V=\frac{R_s}{R_A}(V-\phi)-IR_s\delta(\mathbf r),\qquad
\nabla^2\phi=-\frac{R_b}{R_A}(V-\phi).$$

Subtracting the second equation from the first gives, for $u=V-\phi$,

$$\nabla^2u=\frac{u}{\lambda'^2}-IR_s\delta(\mathbf r),\qquad \lambda'=\sqrt{\frac{R_A}{R_s+R_b}} .$$

This is the earlier equation with a new length, so $u=(IR_s/2\pi)K_0(r/\lambda')$. Dividing the two equations by $R_s$ and $R_b$ and adding them removes the junction current. For $w=V/R_s+\phi/R_b$ this leaves $\nabla^2w=-I\delta(\mathbf r)$, so $w=-(I/2\pi)\ln r$ plus a constant.

Substituting $\phi=V-u$ into $w$ gives $V(1/R_s+1/R_b)=w+u/R_b$, or

$$V=\frac{R_sR_b}{R_s+R_b}\,w+\frac{R_s}{R_s+R_b}\,u .$$

In the four-probe combination, the logarithm in $w$ contributes 1 and $u$ contributes $R_sF(s/\lambda')$:

$$R_{\rm app}=\frac{R_sR_b}{R_s+R_b}+\frac{R_s^2}{R_s+R_b}F\!\left(\frac s{\lambda'}\right).$$

At small pitch $F\to1$ and the sum is $R_s$. At large pitch the layer and substrate act in parallel. The relative deficit is

$$1-\frac{R_{\rm app}}{R_s}=\frac{R_s}{R_s+R_b}\left[1-F\!\left(\frac s{\lambda'}\right)\right].$$

For $R_b\ll R_s$ this returns the simple deficit $1-F$, and $\lambda'\to\lambda$. The reading itself is then about $R_b+R_sF$, so the simple formula $R_sF$ describes it only while $F\gg R_b/R_s$, that is, not at very large pitch. For $R_b\gg R_s$ the deficit is small at any pitch: the junction may leak, but the substrate offers no useful bypass.

**Q:** A wafer 0.7 mm thick is hardly a sheet when the pitch is 1 mm.

**A:** Then the current distribution through its depth must be included. For a substrate of resistivity $\rho$ and thickness $t$, a potential varying sideways with wave number $k$ obeys Laplace's equation. With no current through the back, it varies with depth $z$ as $\phi=B\cosh[k(t-z)]$. The current density entering at the top is $j=-\phi'(0)/\rho=(Bk/\rho)\sinh kt$, so

$$Z(k)=\frac{\phi(0)}j=\frac{\rho\coth kt}{k}.$$

This is in series with $R_A$. The layer balance at wave number $k$ is $k^2V_k/R_s+V_k/(R_A+Z)=I$. Transforming back with $V(r)=(1/2\pi)\int_0^\infty kJ_0(kr)V_k\,dk$ and forming $2[V(s)-V(2s)]$ gives

$$R_{\rm app}=\frac1{\ln2}\int_0^\infty\frac{k\,[J_0(ks)-J_0(2ks)]}{k^2/R_s+1/(R_A+Z)}\,dk .$$

For $\rho=1$ ohm cm, $R_b=\rho/t=14.3$ ohm/sq. At 1 mm pitch the integral gives 448 ohm/sq, against 443 for an equipotential substrate. At 3 mm the values are 61 and 48 ohm/sq. At 10 mm they are 14.1 and 0.03 ohm/sq: here the simple formula fails completely, and the reading is the parallel resistance.

**Q:** Can I recover the true value if I must use the 1 mm probe?

**A:** One reading cannot determine both $R_s$ and $\lambda$, so you need a second, independent one. The same probe can supply it if you exchange the roles of its contacts: pass the current between the first and third, and measure the voltage between the second and fourth. In the equipotential model, adding the source and sink potentials as before gives

$$\frac{V_{24}}I=\frac{R_s}{2\pi}\left[K_0\!\left(\frac s\lambda\right)-K_0\!\left(\frac{3s}\lambda\right)\right].$$

The ratio of this to the usual $V_{23}/I$ contains $\lambda$ alone. It falls only from 0.79 for a tight junction to 0.5 for a very leaky one, so the readings must be precise. At $s=\lambda$, an error of 1 % in the ratio shifts $R_s$ by about 5 %, and the finite wafer described above shifts it by a few per cent. On such a wafer the ratio also turns back up towards 0.79 once $s$ exceeds two or three $\lambda$, because layer and substrate then act as one parallel sheet. A very leaky junction can therefore mimic a tight one, and the inversion is safe only when $s$ is known not to be much larger than $\lambda$. If a probe of another pitch is available, it can serve instead. The ratio of the readings at two pitches,

$$\frac{R_{\rm app}(s_2)}{R_{\rm app}(s_1)}=\frac{F(s_2/\lambda)}{F(s_1/\lambda)},$$

contains $\lambda$ alone. After solving for it, $R_s=R_{\rm app}(s_1)/F(s_1/\lambda)$ and $R_A=R_s\lambda^2$. If both pitches are far below $\lambda$, the ratio tends to one and says little about $\lambda$, though $R_s$ is then read almost directly.

I applied the two-pitch method to the finite-wafer readings at 0.1 and 1 mm, which the simple formula does not describe perfectly. It returned $R_s=999.6$ ohm/sq and $R_A=10.2$ ohm cm², against inputs of 1000 and 10. These readings contain no noise and assume point contacts, so the example measures the error of the equipotential assumption alone. The short pitch needs contacts much smaller than itself: metal contacts of 0.02 mm radius short out part of the layer and would lower the 0.1 mm reading, and the recovered $R_s$, by about 8 %.

**Q:** How close is this to a real implanted layer, and what would upset it most?

**A:** The sheet resistance is a rough value for a shallow implanted layer in silicon, for which I take a depth $d=30$ nm. The depth enters only through the assumption of a thin layer: current crossing the layer vertically meets about $R_sd^2=9\times10^{-9}$ ohm cm², which is negligible beside $R_A$. The junction is deliberately a badly damaged one; a sound junction has a far larger $R_A$. At 1 mm pitch, a warming of only 5 K can change the reading much more than the finite wafer does, provided the leakage is strongly activated. If it is activated with roughly half the silicon gap, 0.56 eV, warming from 300 to 305 K lowers $R_A$ from 10 to 7.0 ohm cm². With $R_s$ held fixed, the 1 mm equipotential reading then falls from 443 to 360 ohm/sq, or by 19 %. Treat this as the strongly activated case rather than the expected one. On a 1 ohm cm wafer, mid-gap generation would need a lifetime below a picosecond, and a trap density far above the doping, to give $R_A=10$ ohm cm². A junction this leaky more likely conducts by tunnelling through defects or by local shunts. Such leakage usually depends less on temperature, and with an activation energy of a few hundredths of an eV the 5 K change is only comparable with the effect of the wafer. Real damage can also make $R_A$ vary from place to place, which this uniform model does not size.

**Q:** And the current? A diode is not a resistor.

**A:** For an ideal diode, $J=J_0(e^{qV/kT}-1)$, so $R_A=kT/(qJ_0)$ at zero bias. At 10 µA and a contact radius of 0.02 mm, the junction voltage under the source is 6.4 mV, against $kT/q=25.9$ mV. Solving the nonlinear balance on the same grid changes the 1 mm reading by −0.004 % relative to the linear one; at 100 µA the change is −0.4 %. The grid is coarse near the source, where the voltage is largest, so these figures give only the order of magnitude. A damaged junction need not follow the ideal law. If recombination dominates, the forward current rises more nearly as $e^{qV/2kT}$. The change may then be smaller or larger for the same $R_A$, because it depends on the shape of the current–voltage curve in both directions.

The effect is small partly by symmetry. The linear potential changes sign under reflection between source and sink, but its square does not. The first correction, driven by $V^2$, is therefore equal at the two voltage probes and cancels. This holds for the usual arrangement only. With the contacts exchanged, the voltage probes are not mirror images, and $V/I$ should be averaged over both current directions to remove this correction. The next correction to the voltage is of order $I^3$, hence of order $I^2$ relative to the signal. Doubling the current from 5 to 10 µA does multiply the relative change by 4.00.

**Q:** What if a current probe pierces the layer?

**A:** It then opens a private path to the substrate. For a contact of radius $a$, the tip voltage per unit current entering the layer is

$$R_t=\frac{R_s}{2\pi}\left[K_0\!\left(\frac a\lambda\right)-K_0\!\left(\frac{3s}\lambda\right)\right]=636\ \mathrm{ohm},$$

where the second term comes from the sink, at distance $3s$. A leak $R_l$ at each current tip leaves the fraction $R_l/(R_l+R_t)$ in the layer. A loss of 1 % needs $R_l=99R_t$, about 63 kohm, at both tips; if only one tip leaks, the loss is about half as large. This loss adds to the junction bias, and a short pitch does not by itself prevent it. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Layer sheet resistance: 1000 ohm/sq
Junction resistance-area product: 10 ohm cm2
Screening length: 1.000 mm
Temperature: 300 K; kT/q: 25.85 mV
Diode saturation current density: 2.59 mA/cm2
Probe current: 10 uA
Pitch mm | F | ideal ohm/sq | finite substrate ohm/sq | kept at r=pitch
0.01 | 0.99948 | 999.48 | 999.48 | 0.99974
0.10 | 0.97290 | 972.90 | 973.01 | 0.98538
0.30 | 0.85831 | 858.31 | 859.13 | 0.91680
1.00 | 0.44310 | 443.10 | 448.20 | 0.60191
3.00 | 0.04832 | 48.32 | 60.79 | 0.12047
10.00 | 0.00003 | 0.03 | 14.11 | 0.00019
K0(1): 0.42102; K0(2): 0.11389
Grid reading, 1 mm pitch: 443.58 ohm/sq
Grid reading, RA 2.5 ohm cm2: 148.61 ohm/sq
Formula, RA 2.5 ohm cm2: 148.21 ohm/sq
Pitch/length for 1 percent bias: 0.0546
Pitch for 1 percent bias: 0.0546 mm
Small-pitch form at ratio 0.05: 0.99138; F: 0.99137
Tight junction RA: 10000 ohm cm2
Tight junction screening length: 31.6 mm
Tight junction F at 1 mm pitch: 0.99605
Substrate resistivity: 1.0 ohm cm
Substrate thickness: 0.7 mm
Substrate sheet resistance: 14.29 ohm/sq
Parallel sheet resistance: 14.08 ohm/sq
Two-sheet reading, 1 mm pitch: 447.69 ohm/sq
Two-pitch recovery uses 0.1 and 1.0 mm
Recovered sheet resistance: 999.6 ohm/sq
Recovered screening length: 1.011 mm
Recovered RA: 10.23 ohm cm2
Contact radius: 0.02 mm
Source-tip junction voltage: 6.36 mV
Diode change of reading at 5 uA: -0.0010 percent
Diode change of reading at 10 uA: -0.0040 percent
Diode change of reading at 100 uA: -0.4012 percent
Ratio of changes, 10 uA to 5 uA: 4.001
Leakage activation energy: 0.56 eV
RA after 5 K rise: 7.01 ohm cm2
Reading after 5 K rise, 1 mm pitch: 360.4 ohm/sq
Layer depth: 30 nm
Vertical layer resistance-area: 9.0e-09 ohm cm2
Tip-to-layer resistance: 635.6 ohm
Tip leak giving 1 percent loss: 62.9 kohm
```
